# Thomson's Ionization Cross Section Derived from Orbits and from Momentum Transfer: a numerical check

```python
"""
Result under test: the Thomson classical electron-impact ionization cross section
    sigma(E) = N pi k^2 (1/E) (1/I - 1/E),  E >= I,  with its maximum at E = 2 I.
E: kinetic energy of the incident electron; I: ionization energy;
N: number of equivalent target electrons; k = e^2/(4 pi epsilon_0);
b: impact parameter; W: energy given to a free target electron initially at rest;
theta: deflection angle in the centre-of-mass frame.
The independent road is numerical integration of Newton's equations for two
repelling electrons. Trajectories use I as energy unit, k/I as length unit
and the electron mass as mass unit.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Coulomb constant in eV nm
k = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
rydberg_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
NM2_TO_1E20M2 = 100.0  # 1 nm^2 = 100 x 1e-20 m^2


def equations_of_motion(t, s):
    """Positions and velocities of projectile (1) and target (2) in a plane."""
    x1, y1, x2, y2, vx1, vy1, vx2, vy2 = s
    dx, dy = x1 - x2, y1 - y2
    r3 = (dx * dx + dy * dy) ** 1.5
    ax, ay = dx / r3, dy / r3
    return [vx1, vy1, vx2, vy2, ax, ay, -ax, -ay]


def collide(u, b, start=1.0e5):
    """Return energy transfer and centre-of-mass deflection from a trajectory."""
    speed = np.sqrt(2 * u)
    initial = [-start, b, 0.0, 0.0, speed, 0.0, 0.0, 0.0]
    run = solve_ivp(equations_of_motion, (0.0, 2 * start / speed), initial,
                    method="DOP853", rtol=1e-10, atol=1e-10)
    assert run.success
    vx1, vy1, vx2, vy2 = run.y[4:, -1]
    transfer = 0.5 * (vx2**2 + vy2**2)
    deflection = np.arctan2(abs(vy1 - vy2), vx1 - vx2)
    return transfer, deflection


def limiting_b_from_trajectories(u):
    """Largest impact parameter whose trajectory transfers the energy I."""
    return brentq(lambda b: collide(u, b)[0] - 1.0, 1e-3, 3.0, xtol=1e-8)


def transfer_formula(E, b):
    return E / (1 + (E * b / k) ** 2)


def thomson(E, I, N):
    """Derived cross section in nm^2."""
    if E <= I:
        return 0.0
    return N * np.pi * k**2 / E * (1 / I - 1 / E)


# Model target
I, N = 12.0, 2
length = k / I
print(f"Coulomb constant k = {k:.6f} eV nm")
print(f"model target: I = {I:.1f} eV, N = {N}")
print(f"length k/I = {length:.5f} nm")

# Deflection and energy transfer against trajectories
E_demo = 60.0
print(f"Energy transfer at E = {E_demo:.0f} eV:")
print("b (nm), theta (deg), W trajectory (eV), W formula (eV)")
for b in (0.01, 0.03, 0.05, 0.10):
    w_scaled, theta = collide(E_demo / I, b / length)
    w_path = w_scaled * I
    w_formula = transfer_formula(E_demo, b)
    assert abs(w_path - w_formula) < 1e-3 * w_formula
    assert abs(np.tan(theta / 2) - k / (E_demo * b)) < 1e-3 * k / (E_demo * b)
    assert abs(w_path - E_demo * np.sin(theta / 2) ** 2) < 1e-3 * w_path
    print(f"  {b:.2f}  {np.degrees(theta):.2f}  {w_path:.3f}  {w_formula:.3f}")

# Ionizing disc found from trajectories against the derived cross section
print("Cross section from trajectories and from formula:")
print("E (eV), b_I (nm), sigma traj., sigma formula (1e-20 m^2)")
for E in (15.0, 24.0, 60.0):
    b_limit = limiting_b_from_trajectories(E / I) * length
    sigma_path = N * np.pi * b_limit**2
    sigma_formula = thomson(E, I, N)
    assert abs(sigma_path - sigma_formula) < 1e-3 * sigma_formula
    print(f"  {E:.0f}  {b_limit:.5f}  {sigma_path * NM2_TO_1E20M2:.4f}"
          f"  {sigma_formula * NM2_TO_1E20M2:.4f}")

# Maximum located on the trajectory cross section alone
peak = minimize_scalar(lambda u: -limiting_b_from_trajectories(u) ** 2,
                       bounds=(1.4, 3.2), method="bounded",
                       options={"xatol": 1e-3})
sigma_peak_path = N * np.pi * (-peak.fun) * length**2
sigma_max = N * np.pi * k**2 / (4 * I**2)
assert abs(peak.x - 2.0) < 0.01
assert abs(sigma_peak_path - sigma_max) < 1e-3 * sigma_max
theta_peak = collide(2.0, limiting_b_from_trajectories(2.0))[1]
assert abs(np.degrees(theta_peak) - 90.0) < 0.05
print(f"peak position from trajectories: E/I = {peak.x:.3f}")
print(f"peak energy from formula 2I = {2 * I:.1f} eV")
print(f"peak sigma from trajectories = "
      f"{sigma_peak_path * NM2_TO_1E20M2:.4f} x 1e-20 m^2")
print(f"peak sigma from formula = {sigma_max * NM2_TO_1E20M2:.4f} x 1e-20 m^2")
print(f"peak sigma from formula = {sigma_max:.6f} nm^2")
print(f"limiting b at peak, k/(2I) = {k / (2 * I):.5f} nm")
print(f"limiting theta at peak from trajectory = {np.degrees(theta_peak):.2f} deg")

# Equivalent form in Bohr radii and Rydberg energies
u_test = 5.0
atomic_form = (4 * np.pi * bohr_nm**2 * N * (rydberg_ev / I) ** 2
               * (u_test - 1) / u_test**2)
assert abs(atomic_form / thomson(u_test * I, I, N) - 1) < 1e-7
print(f"Bohr radius = {bohr_nm:.7f} nm, Rydberg energy = {rydberg_ev:.5f} eV")

# Energy dependence and half-maximum points
print("Thomson curve: E (eV), sigma (1e-20 m^2), sigma/sigma_max")
for E in (12.0, 13.0, 15.0, 18.0, 24.0, 36.0, 60.0, 120.0, 240.0):
    value = thomson(E, I, N)
    print(f"  {E:.0f}  {value * NM2_TO_1E20M2:.4f}  {value / sigma_max:.4f}")


def half_difference(E):
    return thomson(E, I, N) - sigma_max / 2


E_low = brentq(half_difference, I, 2 * I)
E_high = brentq(half_difference, 2 * I, 20 * I)
assert abs(E_low / I - (4 - 2 * np.sqrt(2))) < 1e-8
assert abs(E_high / I - (4 + 2 * np.sqrt(2))) < 1e-8
print(f"half-maximum energies = {E_low:.2f} eV and {E_high:.2f} eV")

# Two shells: numerical search against the harmonic-mean rule
shells = ((12.0, 2), (18.0, 4))
grid = np.linspace(12.0, 120.0, 108001)
total = np.array([sum(thomson(E, Ii, Ni) for Ii, Ni in shells) for E in grid])
E_search = grid[np.argmax(total)]
electrons = sum(Ni for Ii, Ni in shells)
harmonic_mean = electrons / sum(Ni / Ii for Ii, Ni in shells)
assert abs(E_search - 2 * harmonic_mean) < 0.002
print(f"second model shell: I = {shells[1][0]:.1f} eV, N = {shells[1][1]}")
print(f"harmonic mean ionization energy = {harmonic_mean:.3f} eV")
print(f"two-shell peak: search {E_search:.3f} eV, rule {2 * harmonic_mean:.3f} eV")
print(f"two-shell peak sigma = {total.max() * NM2_TO_1E20M2:.4f} x 1e-20 m^2")

print("checks complete")
```

Output:

```
Coulomb constant k = 1.439965 eV nm
model target: I = 12.0 eV, N = 2
length k/I = 0.12000 nm
Energy transfer at E = 60 eV:
b (nm), theta (deg), W trajectory (eV), W formula (eV)
  0.01  134.76  51.124  51.124
  0.03  77.32  23.414  23.414
  0.05  51.28  11.235  11.235
  0.10  26.99  3.268  3.268
Cross section from trajectories and from formula:
E (eV), b_I (nm), sigma traj., sigma formula (1e-20 m^2)
  15  0.04800  1.4476  1.4476
  24  0.06000  2.2618  2.2618
  60  0.04800  1.4476  1.4476
peak position from trajectories: E/I = 2.000
peak energy from formula 2I = 24.0 eV
peak sigma from trajectories = 2.2618 x 1e-20 m^2
peak sigma from formula = 2.2618 x 1e-20 m^2
peak sigma from formula = 0.022618 nm^2
limiting b at peak, k/(2I) = 0.06000 nm
limiting theta at peak from trajectory = 90.00 deg
Bohr radius = 0.0529177 nm, Rydberg energy = 13.60569 eV
Thomson curve: E (eV), sigma (1e-20 m^2), sigma/sigma_max
  12  0.0000  0.0000
  13  0.6424  0.2840
  15  1.4476  0.6400
  18  2.0105  0.8889
  24  2.2618  1.0000
  36  2.0105  0.8889
  60  1.4476  0.6400
  120  0.8143  0.3600
  240  0.4297  0.1900
half-maximum energies = 14.06 eV and 81.94 eV
second model shell: I = 18.0 eV, N = 4
harmonic mean ionization energy = 15.429 eV
two-shell peak: search 30.857 eV, rule 30.857 eV
two-shell peak sigma = 4.1048 x 1e-20 m^2
checks complete
```
